# Operator ordering and contact terms in the Darwin Hamiltonian

**Q:** I want the order $\alpha^4$ levels of two opposite charges. I take the classical Darwin Hamiltonian, replace $\mathbf p$ by $-i\hbar\nabla$ and make the result Hermitian. Surely any Hermitian ordering will do, since they all have the same classical limit.

**A:** They have the same classical limit, but they need not have the same levels. Let us write the term in question. I use $\hbar=c=1$ except where $\hbar$ is shown, unit charges with $q_1q_2=-\alpha$, and $\mathbf r=\mathbf r_1-\mathbf r_2$ with $\hat{\mathbf r}=\mathbf r/r$. The magnetic part of the Darwin Hamiltonian is

$$H_{\rm mag}=-\frac{q_1q_2}{2m_1m_2r}\left[\mathbf p_1\!\cdot\!\mathbf p_2+(\hat{\mathbf r}\!\cdot\!\mathbf p_1)(\hat{\mathbf r}\!\cdot\!\mathbf p_2)\right].$$

In the centre-of-mass frame $\mathbf p_1=\mathbf p$ and $\mathbf p_2=-\mathbf p$. The bracket changes sign, $q_1q_2$ is negative, and the prefactor has a minus sign, so three minus signs leave one:

$$H_{\rm mag}=-\frac{\alpha}{2m_1m_2}\,(F^{(1)}_{ij}+F^{(2)}_{ij})\,p_ip_j,\qquad F^{(1)}_{ij}=\frac{\delta_{ij}}r,\quad F^{(2)}_{ij}=\frac{r_ir_j}{r^3}.$$

The other terms, $p^2/2m$, $-p^4/8m^3$ and $-\alpha/r$, never multiply a position by a momentum, so they have no ordering problem. This one does. How would you order it?

**Q:** For the first piece I would average $F^{(1)}_{ij}p_ip_j$ with its adjoint. For the second I would write $p_iF^{(2)}_{ij}p_j$, which is already Hermitian.

**A:** Try that on the nonrelativistic ground state. Let $\mu$ be the reduced mass and measure lengths in $1/(\mu\alpha)$, so that $\psi=e^{-r}/\sqrt\pi$. With the momenta on both sides, one integration by parts gives, for either piece,

$$\langle p_iF_{ij}p_j\rangle=\int\frac{(\psi')^2}{r}\,d^3r=4\int_0^\infty r\,e^{-2r}dr=1.$$

The two pieces agree because the gradient of an s state is radial. With both momenta on the right, use $\nabla^2\psi=(1-2/r)\psi$ for the first piece and $\hat r_i\hat r_j\partial_i\partial_j\psi=\psi''=\psi$ for the second:

$$\langle F^{(1)}_{ij}p_ip_j\rangle=-4\int_0^\infty (r-2)e^{-2r}dr=-4\left(\tfrac14-1\right)=3,$$
$$\langle F^{(2)}_{ij}p_ip_j\rangle=-4\int_0^\infty r\,e^{-2r}dr=-1.$$

These are real, so averaging with the adjoint changes nothing. Your recipe gives $3+1=4$. Keeping the momenta on both sides in both pieces gives $1+1=2$. Your magnetic energy is twice the other one.

**Q:** But if I put both momenta on the right in both pieces, I get $3-1=2$ again. Is that an accident of the ground state?

**A:** No, it is an operator identity. Define a family of Hermitian rules, labelled by a real number $c$, for a symmetric tensor $F_{ij}(\mathbf r)$:

$$Q_c(F)=\frac c2\left(F_{ij}p_ip_j+p_ip_jF_{ij}\right)+(1-c)\,p_iF_{ij}p_j .$$

Weyl ordering is $c=\tfrac12$. To compare rules, move one momentum at a time:

$$p_ip_jF_{ij}-p_iF_{ij}p_j=p_i[p_j,F_{ij}],$$
$$F_{ij}p_ip_j-p_iF_{ij}p_j=-[p_i,F_{ij}]p_j=-[p_j,F_{ij}]p_i .$$

The last step exchanges the names of the summed indices and uses $F_{ij}=F_{ji}$. The sum of the two lines is a double commutator. Since $[p_j,g]=-i\hbar\,\partial_jg$,

$$F_{ij}p_ip_j+p_ip_jF_{ij}-2p_iF_{ij}p_j=[p_i,[p_j,F_{ij}]]=-\hbar^2\partial_i\partial_jF_{ij},$$

and therefore

$$Q_c(F)=p_iF_{ij}p_j-\frac{c\hbar^2}{2}\,\partial_i\partial_jF_{ij}.$$

The factor $\hbar^2$ explains why the classical limit cannot choose $c$. Now take the derivatives, including the origin. For the first piece,

$$\partial_iF^{(1)}_{ij}=-\frac{r_j}{r^3},\qquad \partial_i\partial_jF^{(1)}_{ij}=\nabla^2\frac1r=-4\pi\delta^3(\mathbf r).$$

For the second, the product rule gives

$$\partial_iF^{(2)}_{ij}=\frac{3r_j+r_j}{r^3}-\frac{3r_j}{r^3}=\frac{r_j}{r^3}.$$

No delta function is missed here: $F^{(2)}$ grows only as $1/r$, so its flux through a sphere of radius $\varepsilon$ vanishes as $\varepsilon\to0$. The next derivative is the divergence of a Coulomb field, $\partial_i\partial_jF^{(2)}_{ij}=+4\pi\delta^3(\mathbf r)$.

The first derivatives cancel in the sum, $\partial_i(F^{(1)}_{ij}+F^{(2)}_{ij})=0$: the whole tensor is transverse. That is why your two uniform recipes agree.

**Q:** So the quantization is unique after all, provided I use one rule throughout?

**A:** Within this family, yes. Different rules $c_1$ and $c_2$ for the two pieces give, with $\hbar=1$ again,

$$Q_{c_1}(F^{(1)})+Q_{c_2}(F^{(2)})=p_i(F^{(1)}_{ij}+F^{(2)}_{ij})p_j+2\pi(c_1-c_2)\delta^3(\mathbf r).$$

Multiplication by $-\alpha/(2m_1m_2)$ gives the change in the Hamiltonian,

$$\Delta H=-\frac{\pi\alpha}{m_1m_2}(c_1-c_2)\,\delta^3(\mathbf r).$$

For an $n$s state $|\psi(0)|^2=(\mu\alpha)^3/(\pi n^3)$, so

$$\Delta E_{ns}=-(c_1-c_2)\frac{U}{n^3},\qquad U=\frac{\alpha^4\mu^3}{m_1m_2}.$$

This is of the same order in $\alpha$ as the magnetic energy itself. States with $l>0$ vanish at the origin and do not move.

**Q:** How large is it in a real atom?

**A:** Take the masses of muonium, an electron bound to a positive muon: $m_2/m_1=206.768$ and $\mu/m_1=0.99519$. With $\alpha=0.00729735$, and with energies divided by Planck's constant, $U=1670.2$ MHz. Your 1s bracket is $2+2(c_1-c_2)$, so the magnetic energy is $-U[1+(c_1-c_2)]$. For 2s, numerical quadrature gives $0.1875$ for each $\langle p_iF_{ij}p_j\rangle$, so equal rules give $-\tfrac12(0.375)U$. The contact shift is $\mp U/8$. In MHz:

| $(c_1,c_2)$ | 1s | 2s |
|---|---:|---:|
| equal | $-1670.2$ | $-313.2$ |
| $(1,0)$ | $-3340.4$ | $-521.9$ |
| $(0,1)$ | $0.0$ | $-104.4$ |

One mixed rule doubles the 1s magnetic energy and the opposite one removes it. An unphysical choice would be plain to see in a spectrum.

**Q:** Is a contact term at least the worst that can happen? I have seen the radial part written with $p_r=-i(\partial_r+1/r)$.

**A:** It can be worse, because $p_r(1/r)p_r$ lies outside the family. It also splits up the functions of $r$ hidden in $\hat{\mathbf r}\cdot\mathbf p$. Act on a function $f$ away from the origin:

$$p_r\frac1rp_rf=-\left(\partial_r+\frac1r\right)\left(\frac{f'}r+\frac f{r^2}\right).$$

The derivative gives $f''/r-f'/r^2+f'/r^2-2f/r^3$, and the term $1/r$ gives $f'/r^2+f/r^3$. Hence

$$p_r\frac1rp_rf=-\frac{f''}r-\frac{f'}{r^2}+\frac f{r^3}.$$

For the tensor form, $F^{(2)}_{ij}\partial_jf=(r_i/r^2)f'$, and the divergence of this radial vector gives

$$p_iF^{(2)}_{ij}p_jf=-\frac1{r^2}(rf')'=-\frac{f''}r-\frac{f'}{r^2}.$$

The difference is $1/r^3$, or $\hbar^2/r^3$ with units restored. It too disappears classically, but it is not a contact term. It shifts 2p, whose radial probability density is $r^4e^{-r}/24$:

$$\left\langle\frac1{r^3}\right\rangle_{2p}=\frac1{24}\int_0^\infty r\,e^{-r}dr=\frac1{24}.$$

The shift is $-U/48$, about $-35$ MHz. In an s state the expectation value diverges as $4\pi|\psi(0)|^2\int dr/r$. For 1s each factor of ten in the short-distance cutoff adds $4\ln10\simeq9.21$ to the bracket. So the statement that orderings differ by a contact term holds for the linear rules $Q_c$, not for every Hermitian ordering.

**Q:** Then I need a principle. Why not adopt the uniform rule because it is the simplest?

**A:** Simplicity would not tell you whether nature adds a delta function. Scattering does, because a delta function is a constant in momentum space. Let $\mathbf k=\mathbf p'-\mathbf p$ be the momentum transfer. We need the transforms of the two tensors. The first is $4\pi\delta_{ij}/k^2$. For the second, note that

$$\partial_i\partial_jr=\frac{\delta_{ij}}r-\frac{r_ir_j}{r^3},\qquad \nabla^2r=\frac2r .$$

The second relation reads $-k^2\tilde r=8\pi/k^2$, so $\tilde r=-8\pi/k^4$ for $k\ne0$. The first then gives

$$\tilde F^{(2)}_{ij}=\frac{4\pi\delta_{ij}}{k^2}+k_ik_j\tilde r=\frac{4\pi}{k^2}\left(\delta_{ij}-\frac{2k_ik_j}{k^2}\right).$$

The sum is $(8\pi/k^2)(\delta_{ij}-k_ik_j/k^2)$, transverse as it must be. Between plane waves the outer momenta become $p'_i$ and $p_j$, and the part $k_i$ of $p'_i$ drops out. For equal rules,

$$\langle\mathbf p'|H_{\rm mag}|\mathbf p\rangle=-\frac{4\pi\alpha}{m_1m_2k^2}\left[p^2-\frac{(\mathbf p\cdot\mathbf k)^2}{k^2}\right].$$

Elastic scattering has $|\mathbf p+\mathbf k|=|\mathbf p|$, hence $2\mathbf p\cdot\mathbf k=-k^2$, and the bracket is $p^2-k^2/4$. Unequal rules add the constant $-\pi\alpha(c_1-c_2)/(m_1m_2)$.

**Q:** The bracket already contains a constant, $+\pi\alpha/(m_1m_2)$, from the $-k^2/4$. Is that not a delta function?

**A:** Not an additional one. It belongs to the transverse operator evaluated on shell. If you read it off the amplitude and add a delta function for it, you count it twice. One must subtract the whole matrix element of the reference operator and look at what remains.

Now calculate the amplitude from quantum theory. At lowest order one photon is exchanged. In this frame elastic scattering transfers no energy, so for opposite charges

$$V=-\frac{4\pi\alpha}{k^2}\left(\rho_1\rho_2-\mathbf j_1\cdot\mathbf j_2\right),$$

where $\rho$ and $\mathbf j$ are the matrix elements of charge density and current, with charge signs removed and states normalized to unit density. Take first two point particles of spin 0 with minimal coupling and no direct interaction besides the photon. Their four-current is $(P+P')^\nu/2E$, where $P$ and $P'$ are the initial and final four-momenta. Thus $\rho=1$, and

$$\mathbf j_1=\frac{2\mathbf p+\mathbf k}{2E_1},\qquad \mathbf j_2=-\frac{2\mathbf p+\mathbf k}{2E_2}.$$

Their product is

$$-\mathbf j_1\cdot\mathbf j_2=\frac{4p^2+4\mathbf p\cdot\mathbf k+k^2}{4E_1E_2}=\frac{p^2-k^2/4}{E_1E_2}\simeq\frac{p^2-k^2/4}{m_1m_2}.$$

The last form keeps order $1/m^2$. Insert it in $V$: the 1 is the Coulomb potential, and the rest is the magnetic matrix element for equal rules. Nothing remains, so $c_1=c_2$. The common value stays free, but it has no effect.

**Q:** If that settles the ordering, why must I specify the spin? An electron and a scalar particle of the same mass have the same classical Darwin Hamiltonian.

**A:** Because their charge densities differ at order $k^2$. For spin $\tfrac12$ use the Dirac spinor

$$u(\mathbf p)=\sqrt{\frac{E+m}{2E}}\begin{pmatrix}\chi\\[2pt]\dfrac{\boldsymbol\sigma\cdot\mathbf p}{E+m}\chi\end{pmatrix}.$$

The density $u^\dagger(\mathbf p')u(\mathbf p)$, as an operator on $\chi$, contains $(\boldsymbol\sigma\cdot\mathbf p')(\boldsymbol\sigma\cdot\mathbf p)=\mathbf p'\cdot\mathbf p+i\boldsymbol\sigma\cdot(\mathbf k\times\mathbf p)$, and $\mathbf p'\cdot\mathbf p=p^2-k^2/2$ on shell. The $p^2$ part combines with the upper components to give 1, because $p^2=(E+m)(E-m)$. What is left is

$$\rho=1+\frac{-k^2/2+i\boldsymbol\sigma\cdot(\mathbf k\times\mathbf p)}{2E(E+m)}\simeq1-\frac{k^2}{8m^2}+\frac{i\boldsymbol\sigma\cdot(\mathbf k\times\mathbf p)}{4m^2}.$$

The $k^2$ cancels the photon's $1/k^2$:

$$-\frac{4\pi\alpha}{k^2}\left(-\frac{k^2}{8m^2}\right)=\frac{\pi\alpha}{2m^2}.$$

This constant is the Darwin contact term, one for each spin-$\tfrac12$ particle. The last term of $\rho$ is spin-orbit coupling, which vanishes in s states.

The current also changes. Its operator form is $[\boldsymbol\sigma(\boldsymbol\sigma\cdot\mathbf p)+(\boldsymbol\sigma\cdot\mathbf p')\boldsymbol\sigma]/2E$. With $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijl}\sigma_l$ this is

$$\mathbf j_1=\frac{2\mathbf p+\mathbf k+i\boldsymbol\sigma_1\times\mathbf k}{2E_1},$$

and $\mathbf j_2$ has the opposite sign, $E_2$ and $\boldsymbol\sigma_2$. Terms with one spin are again spin-orbit terms. The product of both spin parts contributes

$$V_{ss}=\frac{\pi\alpha}{m_1m_2}\left[\boldsymbol\sigma_1\!\cdot\!\boldsymbol\sigma_2-\frac{(\boldsymbol\sigma_1\!\cdot\!\mathbf k)(\boldsymbol\sigma_2\!\cdot\!\mathbf k)}{k^2}\right].$$

In an s state only the average over directions of $\mathbf k$ survives, and it replaces $k_ik_j/k^2$ by $\delta_{ij}/3$. With $s_a=1$ for a spin-$\tfrac12$ particle and $s_a=0$ for a scalar, the contact Hamiltonian for s levels is

$$H_{\rm c}=\pi\alpha\left[\frac{s_1}{2m_1^2}+\frac{s_2}{2m_2^2}+\frac{2s_1s_2}{3m_1m_2}\boldsymbol\sigma_1\!\cdot\!\boldsymbol\sigma_2\right]\delta^3(\mathbf r).$$

**Q:** Can I see the spin-dependent delta function without trusting a scattering calculation?

**A:** Let $m_2\to\infty$. The magnetic term disappears, and a particle of mass $m$ moves in a fixed Coulomb field, where the relativistic wave equations are solvable. For s states both spectra have the form

$$E=\frac{m}{\sqrt{1+\alpha^2/N^2}},\qquad N=n-\kappa+\sqrt{\kappa^2-\alpha^2},$$

with $\kappa=\tfrac12$ for Klein-Gordon and $\kappa=1$ for Dirac. Since $N\simeq n-\alpha^2/2\kappa$, we have $1/N^2\simeq1/n^2+\alpha^2/(\kappa n^3)$. The order $\alpha^4$ energy is

$$E^{(4)}=m\alpha^4\left(-\frac1{2\kappa n^3}+\frac3{8n^4}\right).$$

For 1s this is $-\tfrac58m\alpha^4$ for spin 0 and $-\tfrac18m\alpha^4$ for spin $\tfrac12$. On the other side, $p^2\psi=(2/r-1)\psi$ gives

$$\langle p^4\rangle=4\int_0^\infty(4-4r+r^2)e^{-2r}dr=4\left(2-1+\tfrac14\right)=5$$

in units of $(m\alpha)^4$. The kinetic correction is $-\tfrac58m\alpha^4$, which is the whole Klein-Gordon result. The Darwin term adds $(\pi\alpha/2m^2)(m\alpha)^3/\pi=\tfrac12m\alpha^4$ and gives the Dirac result. For 2s the kinetic coefficient is $-0.1016$, and adding $0.0625$ gives $-0.0391$, again the two values of the formula.

So the one-body Darwin term can also be fixed by a relativistic wave equation. This check says nothing about the terms proportional to $1/(m_1m_2)$, namely $c_1-c_2$ and the spin-spin term, because they vanish as $m_2\to\infty$; for them we rely on the amplitude. What cannot fix any contact term is the classical Hamiltonian together with Hermiticity.

**Q:** Could I still call the electron's Darwin term an ordering choice, and simply choose $c_1-c_2$ to reproduce it?

**A:** You can fit the number. Equating $-\pi\alpha(c_1-c_2)/(m_1m_2)$ with $\pi\alpha/(2m_1^2)$ requires

$$c_1-c_2=-\frac{m_2}{2m_1}=-103.38$$

for the muonium masses. An ordering rule that must be changed when the partner's mass changes is only a label for a coefficient obtained elsewhere.

The spin-averaged contact energies show what is at stake. The assignment with two scalars and the two mixed ones are comparison models; muonium has two spins $\tfrac12$.

| electron, muon spin | 1s, MHz | 2s, MHz |
|---|---:|---:|
| $0,\,0$ | 0 | 0 |
| $\tfrac12,\,0$ | 172671 | 21583.9 |
| $0,\,\tfrac12$ | 4.0 | 0.5 |
| $\tfrac12,\,\tfrac12$ | 172675 | 21584.4 |

The electron entry is $Um_2/(2m_1)$ and the muon entry is $Um_1/(2m_2)$, so their ratio is the squared mass ratio. The 2s values are smaller by $n^3=8$.

The spin-spin term comes on top. Its 1s energy is $\tfrac23U\langle\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\rangle$. The triplet, with $\langle\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\rangle=1$, rises by 1113.5 MHz; the singlet, with $-3$, falls by 3340.4 MHz. The splitting is $\tfrac83U=4453.8$ MHz. No spin-independent ordering constant can produce a splitting. These figures omit anomalous magnetic moments, radiative corrections and higher orders in $\alpha$.

**Q:** So once I know the spins, is the coefficient of the delta function settled for good?

**A:** Two conditions remain. First, the particles must be pointlike and minimally coupled. A scalar with mean-square charge radius $R^2$ has $\rho\simeq1-k^2R^2/6$, and the same cancellation of $k^2$ gives a contact term $\tfrac{2\pi\alpha}{3}R^2\delta^3(\mathbf r)$. Spin alone does not exclude it. Even point scalars may have a direct coupling $\lambda|\phi_1|^2|\phi_2|^2$, which gauge invariance allows. It adds $\lambda\,\delta^3(\mathbf r)/(4m_1m_2)$ and would imitate $c_1-c_2=-\lambda/(4\pi\alpha)$; I have taken it to be absent at this order. If the pair can annihilate into a photon, that process must be added as well; an electron and a positive muon cannot do so.

Second, the coefficient belongs to a stated form of the Hamiltonian. Let $H_0=p^2/2\mu-\alpha/r$ and make a unitary transformation with a Hermitian generator $G$ of order $\alpha$, for example $G\propto\alpha(\hat{\mathbf r}\cdot\mathbf p+\mathbf p\cdot\hat{\mathbf r})$. This operator is $2p_r$, which is Hermitian but not self-adjoint; to have a true unitary map, replace $\hat{\mathbf r}$ by $\nabla\sqrt{r^2+\varepsilon^2}$ and let $\varepsilon\to0$ at the end. To first order $H_0$ changes by $i[G,H_0]$. The kinetic part has matrix elements proportional to $p^2-p'^2$, which vanish on shell, while the commutator with $-\alpha/r$ produces a potential proportional to $\alpha^2/r^2$. The expectation value of $i[G,H_0]$ in an eigenstate of $H_0$ is zero, so the levels do not move at this order, though the operators look different. In an s state the kinetic part vanishes for $r>0$ and acts as a pure contact term. In Bohr units, with $G=\hat{\mathbf r}\cdot\mathbf p+\mathbf p\cdot\hat{\mathbf r}$, it contributes $-4\pi|\psi(0)|^2$ and the potential part contributes $2\langle1/r^2\rangle$; for 1s these are $-4$ and $+4$. The transformation thus trades a delta function for an $\alpha^2/r^2$ potential. I fixed this freedom by keeping the Darwin form, with its transverse tensor and no $\alpha^2/r^2$ potential. The one-photon amplitude cannot see such a potential. With units restored, however, it is $(q_1q_2)^2/(mc^2r^2)$, which contains no $\hbar$, so it is the classical Darwin Hamiltonian that tells us it is absent when the tensor is transverse. In that form, your ordering question has a definite answer: use the same linear rule for both pieces, then add the contact terms that belong to the particles.
